# Energy-dependent effective Hamiltonian and eigenvector normalisation from a two-block partition

## The reduced equation and the norm

Suppose that a few orbitals of a large system are of interest and that the rest of the Hamiltonian matrix is simply deleted. The levels then come out wrong, because the deleted orbitals push on the retained ones. In a four-site chain worked out in the second half, keeping the first two sites alone gives a lowest level of $-1$ eV, whereas the full chain has it at $-1.107$ eV. A second error is harder to see. Even when the energy has been corrected, a vector normalised to one on the retained sites claims that the whole electron is there. For the highest level of the same chain about 2% of it is. Both errors can be removed without approximation by a smaller matrix that depends on the energy: its eigenvalues give the levels, apart from any that coincide with a level of the deleted block, and its energy derivative gives the missing part of the norm.

Let $H$ be a finite Hermitian matrix written in an orthonormal basis. Divide the basis functions into a set A, with $N_A$ members, and a set B, with $N_B$ members. The matrix and its eigenvector divide accordingly:

$$
H=\begin{pmatrix}H_{AA}&H_{AB}\\H_{BA}&H_{BB}\end{pmatrix},\qquad
v=\begin{pmatrix}c_A\\c_B\end{pmatrix},\qquad H_{BA}=H_{AB}^\dagger .
$$

The diagonal blocks are Hermitian. The matrix may describe one electron in a set of orbitals, or many electrons in a set of configurations; the algebra is the same. Its elements are taken as given numbers. In a mean-field calculation, where $H$ depends on the density, the results hold for the matrix at one fixed density.

The eigenvalue equation $Hv=Ev$ consists of two rows of blocks:

$$
H_{AA}c_A+H_{AB}c_B=Ec_A, \tag{1}
$$

$$
H_{BA}c_A+H_{BB}c_B=Ec_B. \tag{2}
$$

The aim is an equation for $c_A$ alone, so the second row is solved for $c_B$. Moving $H_{BB}c_B$ to the right gives

$$
H_{BA}c_A=(E-H_{BB})c_B ,
$$

where $E$ standing next to a matrix means $E$ times the unit matrix. To go on, the matrix $E-H_{BB}$ must have an inverse. It has one if and only if $E$ is not an eigenvalue of $H_{BB}$. This is the assumption on which the reduction rests, and it is made from here on unless the contrary is said. With the abbreviation

$$
R(E)=(E-H_{BB})^{-1}
$$

the second row becomes

$$
c_B=R(E)H_{BA}c_A. \tag{3}
$$

The part of the vector in B is thus fixed completely by the part in A. In particular $c_A=0$ would give $c_B=0$, which is no eigenvector, so $c_A\neq0$. Inserting (3) in (1) gives

$$
H_{AA}c_A+H_{AB}R(E)H_{BA}c_A=Ec_A ,
$$

that is,

$$
H_{\rm eff}(E)c_A=Ec_A,\qquad
H_{\rm eff}(E)=H_{AA}+H_{AB}(E-H_{BB})^{-1}H_{BA}. \tag{4}
$$

So far it has been shown that every eigenvector of $H$ with $E$ outside the spectrum of $H_{BB}$ gives a solution of (4). The converse is also needed, since otherwise the small equation might have false solutions. Let $c_A\neq0$ satisfy (4) at an energy $E$ for which $R(E)$ exists, and define $c_B$ by (3). The left side of the first row is then

$$
H_{AA}c_A+H_{AB}c_B=H_{AA}c_A+H_{AB}R H_{BA}c_A=H_{\rm eff}(E)c_A=Ec_A ,
$$

so that (1) holds. Multiplying (3) by $E-H_{BB}$ gives $(E-H_{BB})c_B=H_{BA}c_A$, which is (2). The rebuilt vector is therefore an eigenvector of the full matrix. The correspondence between $c_A$ and $v$ is linear and one-to-one, so a degenerate level has the same number of independent solutions in both problems.

The added term in (4) is called the self-energy of block A. Read from right to left, it takes an amplitude from A to B, lets it respond within B at energy $E$, and brings it back. Its sign can be seen by using the eigenvectors of $H_{BB}$. Let $H_{BB}w_k=\varepsilon_kw_k$ with orthonormal $w_k$, and let $g_k=H_{AB}w_k$ be the coupling of A to the $k$th of them. Since $R(E)=\sum_k w_kw_k^\dagger/(E-\varepsilon_k)$,

$$
H_{AB}R(E)H_{BA}=\sum_{k=1}^{N_B}\frac{g_kg_k^\dagger}{E-\varepsilon_k}. \tag{5}
$$

Each matrix $g_kg_k^\dagger$ has no negative eigenvalue. A B level above $E$ has a negative denominator and pushes the levels of A down; a B level below $E$ pushes them up. This is the familiar repulsion of coupled levels. The $k$th term has size $|g_k|^2/|E-\varepsilon_k|$, so the whole sum is at most $\sum_k|g_k|^2/d$, where $d$ is the distance from $E$ to the nearest $\varepsilon_k$; many weak couplings can add up to a large shift. When $E$ approaches an $\varepsilon_k$ with $g_k\neq0$, it grows without limit. Such an energy is called a pole.

The equivalence can be seen in a determinant as well. Multiplying out the right side confirms the factorisation

$$
E-H=\begin{pmatrix}1&-H_{AB}R\\0&1\end{pmatrix}
\begin{pmatrix}E-H_{\rm eff}&0\\0&E-H_{BB}\end{pmatrix}
\begin{pmatrix}1&0\\-RH_{BA}&1\end{pmatrix}.
$$

The product of the last two factors has the rows $(E-H_{\rm eff},\,0)$ and $(-H_{BA},\,E-H_{BB})$, because $(E-H_{BB})R=1$. The first factor then subtracts $H_{AB}R$ times the second row from the first. The upper left block becomes $E-H_{\rm eff}+H_{AB}RH_{BA}=E-H_{AA}$, and the upper right block becomes $-H_{AB}R(E-H_{BB})=-H_{AB}$, as required. The two triangular factors have determinant one, so

$$
\det(E-H)=\det(E-H_{BB})\,\det\bigl(E-H_{\rm eff}(E)\bigr). \tag{6}
$$

Away from the spectrum of $H_{BB}$ the first factor on the right is not zero, and the roots of the two remaining determinants coincide.

At an eigenvalue of $H_{BB}$ one must return to (1) and (2). One kind of state found there has $c_A=0$. The rows then reduce to $H_{AB}c_B=0$ and $H_{BB}c_B=Ec_B$: the state lives wholly in B, and its couplings to A cancel. There may also be states with $c_A\neq0$. If $H_{BB}w=Ew$, multiplying (2) from the left by $w^\dagger$ gives

$$
w^\dagger H_{BA}c_A+Ew^\dagger c_B=Ew^\dagger c_B,
\qquad\text{hence}\qquad w^\dagger H_{BA}c_A=0 .
$$

Such a state must have no coupling to $w$ through its A part. Neither kind may be looked for by inserting this $E$ in (4), where the inverse does not exist.

A model of three sites shows a missing state. Let A be a centre site with energy 0 eV, coupled by 1 eV to each of two outer sites with energy 2 eV, which form B and are not coupled to each other. With energies in eV,

$$
H_{\rm eff}(E)=0+\begin{pmatrix}1&1\end{pmatrix}\frac{1}{E-2}\begin{pmatrix}1\\1\end{pmatrix}=\frac{2}{E-2}.
$$

The condition $E=2/(E-2)$ becomes $E^2-2E-2=0$, with roots $E=1\pm\sqrt3$, or $-0.732$ and $2.732$ eV. The full matrix has a third level at 2 eV. Its vector is $(0,1,-1)/\sqrt2$: the amplitudes of the two outer sites have opposite signs, and their effects on the centre cancel. The determinant (6) keeps this level, since

$$
(E-2)^2\left(E-\frac{2}{E-2}\right)=(E-2)(E^2-2E-2),
$$

in which one factor $E-2$ survives. A search for solutions of (4) does not show it.

The norm remains to be found. The full vector must satisfy $c_A^\dagger c_A+c_B^\dagger c_B=1$, and the second term should be expressed through $c_A$. From (3),

$$
c_B^\dagger c_B=(RH_{BA}c_A)^\dagger(RH_{BA}c_A)=c_A^\dagger H_{AB}R^\dagger R H_{BA}c_A .
$$

For real $E$ the matrix $E-H_{BB}$ is Hermitian, and so is its inverse. Therefore $R^\dagger R=R^2$ and

$$
c_B^\dagger c_B=c_A^\dagger H_{AB}R(E)^2H_{BA}c_A. \tag{7}
$$

The square of $R$ is, up to a sign, its energy derivative. To see this, differentiate the identity $(E-H_{BB})R(E)=1$ with respect to $E$, holding the blocks of $H$ fixed. The product rule gives

$$
R+(E-H_{BB})R'=0 .
$$

Multiplying from the left by $R$ gives $R^2+R'=0$, so $R'=-R^2$. The blocks $H_{AA}$, $H_{AB}$ and $H_{BA}$ do not depend on $E$, and hence

$$
H_{\rm eff}'(E)=-H_{AB}(E-H_{BB})^{-2}H_{BA}. \tag{8}
$$

Comparison with (7) shows that $c_B^\dagger c_B=-c_A^\dagger H_{\rm eff}'(E)c_A$. The norm of the full vector is one if and only if

$$
c_A^\dagger\bigl[1-H_{\rm eff}'(E)\bigr]c_A=1. \tag{9}
$$

The derivative is to be taken first and then evaluated at the energy of the state. The minus sign in (9) does not reduce the norm: for any vector $a$, equation (8) gives $a^\dagger H_{\rm eff}'a=-|RH_{BA}a|^2\le0$, so the second term adds a positive amount or nothing.

A numerical routine that diagonalises $H_{\rm eff}(E)$ returns a vector $u$ with $u^\dagger u=1$. The correctly scaled part is $c_A=\sqrt Z\,u$, with a positive number $Z$. Inserting this in (9) gives $Z\,(u^\dagger u-u^\dagger H_{\rm eff}'u)=1$, or

$$
Z=\frac{1}{1-u^\dagger H_{\rm eff}'(E)u},\qquad 0<Z\le1. \tag{10}
$$

Since $c_A^\dagger c_A=Zu^\dagger u=Z$, this number is the probability of finding the system in A, and $1-Z$ is the probability of finding it in B. The value $Z=1$ requires $RH_{BA}u=0$, that is, $H_{BA}u=0$: the state has no coupling to B.

Two coupled levels allow every formula to be followed by hand. Let A and B have one function each, with energies $a$ and $b$ and coupling $V\ne0$. Then $H_{\rm eff}=a+|V|^2/(E-b)$, and (4) becomes $(E-a)(E-b)=|V|^2$, the usual quadratic equation. It has two roots although A has one function. The derivative is $-|V|^2/(E-b)^2$, and so

$$
Z=\frac{1}{1+|V|^2/(E-b)^2}=\frac{(E-b)^2}{(E-b)^2+|V|^2}.
$$

For $|V|\ll|a-b|$ the root near $a$ is found by putting $E=a$ in the small term. To leading order it is $E\approx a+|V|^2/(a-b)$, the result of second-order perturbation theory, with $Z\approx1-|V|^2/(a-b)^2$. For $a=b$ the roots are $E=b\pm|V|$, and both have $Z=1/2$: each state is shared equally, however weak the coupling.

The orthonormal basis entered at the start. With overlapping basis functions, $E$ would also multiply overlap blocks in (1) and (2), the coupling between A and B would itself depend on $E$ wherever functions of A overlap functions of B, and (4) and (9) would have to be derived anew. The finite size of B matters too. If B is made infinite, its levels can merge into a continuous band, and for real $E$ inside that band the inverse used here is not available.

## Levels, weights and a worked chain

The second half uses the following symbols and results. The Hermitian matrix $H$ has blocks A and B in an orthonormal basis, $R(E)=(E-H_{BB})^{-1}$, and $E$ lies outside the spectrum of $H_{BB}$. The A part of an eigenvector obeys $H_{\rm eff}(E)c_A=Ec_A$ with $H_{\rm eff}=H_{AA}+H_{AB}RH_{BA}$, and the B part is $c_B=RH_{BA}c_A$. The derivative is $H_{\rm eff}'=-H_{AB}R^2H_{BA}$. With a unit eigenvector $u$ of $H_{\rm eff}(E)$, the correctly scaled part is $c_A=\sqrt Z\,u$, where $Z=1/(1-u^\dagger H_{\rm eff}'u)$ is the weight of the state in A.

The equation for $c_A$ is not an ordinary eigenvalue problem, since the unknown $E$ also stands inside the matrix. It is solved in two stages. First choose any allowed trial energy $E$ and diagonalise the matrix obtained:

$$
H_{\rm eff}(E)u(E)=\lambda(E)u(E),\qquad u^\dagger u=1. \tag{11}
$$

Then vary $E$ until $\lambda(E)=E$. As $E$ varies, each of the $N_A$ eigenvalues, numbered in rising order, draws a curve. The levels of the full matrix that lie outside the spectrum of $H_{BB}$ are the crossings of these curves with the straight line $\lambda=E$.

The slope of a curve follows from $\lambda=u^\dagger H_{\rm eff}u$. If $\lambda$ is not degenerate, $u$ can be chosen to vary smoothly, and

$$
\lambda'=u'^\dagger H_{\rm eff}u+u^\dagger H_{\rm eff}'u+u^\dagger H_{\rm eff}u'
=\lambda\,(u'^\dagger u+u^\dagger u')+u^\dagger H_{\rm eff}'u .
$$

The bracket is the derivative of $u^\dagger u=1$ and vanishes. Thus

$$
\lambda'(E)=u^\dagger H_{\rm eff}'(E)u\le0,\qquad Z=\frac{1}{1-\lambda'(E)}. \tag{12}
$$

The weight can be read from the graph: a flat curve at the crossing means a state mainly in A, a steep one a state mainly in B.

Between neighbouring poles the curves never rise. This remains true where two of them meet, because $H_{\rm eff}(E_2)-H_{\rm eff}(E_1)$, the integral of $H_{\rm eff}'$ from $E_1$ to $E_2>E_1$, has no positive eigenvalue, and by the min-max principle adding such a matrix cannot raise any ordered eigenvalue. Hence $\lambda(E)-E$ decreases strictly, and each curve crosses the line at most once in each interval between poles. A new interval offers new crossings, which is how a matrix of size $N_A$ can deliver more than $N_A$ levels.

The A parts of different states need not be orthogonal, since they are eigenvectors of different matrices. What remains orthogonal is the full vectors. Let two states have energies $E_1\neq E_2$, A parts $c_1$ and $c_2$, and write $R_1=R(E_1)$, $R_2=R(E_2)$. Adding the products of the A parts and of the B parts gives

$$
0=c_1^\dagger c_2+c_1^\dagger H_{AB}R_1R_2H_{BA}c_2 .
$$

The product $R_1R_2$ can be written as a difference:

$$
R_1-R_2=R_1\bigl[(E_2-H_{BB})-(E_1-H_{BB})\bigr]R_2=(E_2-E_1)R_1R_2 .
$$

Dividing by $E_2-E_1$ and placing the result between $H_{AB}$ and $H_{BA}$, where the constant block $H_{AA}$ drops out of the difference, one finds

$$
c_1^\dagger\left[1-\frac{H_{\rm eff}(E_1)-H_{\rm eff}(E_2)}{E_1-E_2}\right]c_2=0. \tag{13}
$$

When the two energies approach a common value that is not a pole, the quotient becomes $H_{\rm eff}'$. A pole between them spoils this: for the two coupled levels with $a=b=0$, where $H_{\rm eff}=|V|^2/E$ and $E=\pm|V|$, the quotient is $+1$ and the derivative $-1$, however small $V$ is. The norm and the orthogonality therefore contain the same bracket, once with a derivative and once with a finite difference.

The same weight appears in the Green's function $G(z)=(z-H)^{-1}$, where $z$ is a complex energy off the real axis, so that all the inverses exist. The A columns of $(z-H)G=1$ read

$$
(z-H_{AA})G_{AA}-H_{AB}G_{BA}=1,\qquad -H_{BA}G_{AA}+(z-H_{BB})G_{BA}=0 .
$$

The second equation gives $G_{BA}=(z-H_{BB})^{-1}H_{BA}G_{AA}$. Inserted in the first, it yields

$$
G_{AA}(z)=\bigl[z-H_{\rm eff}(z)\bigr]^{-1}. \tag{14}
$$

On the other hand, expanding $G$ in the orthonormal eigenvectors of $H$ and taking the A block gives

$$
G_{AA}(z)=\sum_n\frac{c_{A,n}c_{A,n}^\dagger}{z-E_n}. \tag{15}
$$

At a nondegenerate level the coefficient of $1/(z-E_n)$ is $c_{A,n}c_{A,n}^\dagger$, and its trace is $c_{A,n}^\dagger c_{A,n}=Z_n$. An embedding calculation that works with $G_{AA}$ thus has the factor $Z$ built in, whereas one that diagonalises $H_{\rm eff}$ must supply it. The weights obey a sum rule. The eigenvectors are complete, so the squared amplitudes of all states on any one basis function add to one; summing over the functions in A gives $\sum_nZ_n=N_A$. Here $Z_n$ means $c_{A,n}^\dagger c_{A,n}$, and the sum runs over all states of $H$, including those at an eigenvalue of $H_{BB}$, which the reduced equation misses. Missed states with $c_A=0$ contribute nothing; missed states with $c_A\neq0$ do contribute, and their weight is the $c_A^\dagger c_A$ of the full vector. Formula (12) cannot be evaluated at such an energy itself, since $R$ does not exist there. For a nondegenerate level with $c_A\neq0$ it still gives the weight as a limit: (14) and (15) hold for all $z$ near the level, so the curve that runs into the level has $1/(1-\lambda')\to c_A^\dagger c_A$.

To find a crossing, the simplest procedure replaces $E$ by $\lambda(E)$ and repeats. Near a nondegenerate solution $E_0$, where the curve has a single slope, a small error $\delta$ becomes

$$
\lambda(E_0+\delta)-E_0\approx\lambda'(E_0)\,\delta ,
$$

since $\lambda(E_0)=E_0$. The error shrinks if $|\lambda'|<1$, which by (12) means $Z>1/2$. As $\lambda'$ is not positive, successive small errors alternate in sign when it is not zero. For a nondegenerate state with more than half its weight in B, this procedure moves away from the solution. At a degenerate level the ordered curves can have different slopes on the two sides of the crossing, and this rule does not apply as stated.

A better step comes from using the whole vector. At a trial energy $E$, form the vector $\Psi$ with A part $u$ and B part $RH_{BA}u$. The A part of $(H-E)\Psi$ is $H_{\rm eff}u-Eu=(\lambda-E)u$. Its B part is $H_{BA}u-(E-H_{BB})RH_{BA}u=0$. Therefore $\Psi^\dagger(H-E)\Psi=\lambda-E$. The norm is $\Psi^\dagger\Psi=1+u^\dagger H_{AB}R^2H_{BA}u=1-\lambda'$. The mean energy of this vector is

$$
\frac{\Psi^\dagger H\Psi}{\Psi^\dagger\Psi}=E+\frac{\lambda(E)-E}{1-\lambda'(E)}. \tag{16}
$$

This is also Newton's step for the equation $f(E)=\lambda(E)-E=0$, because $f'=\lambda'-1$ and $E-f/f'$ equals the right side. Newton's method here has a physical meaning: each new energy is the mean energy of a complete trial vector. By the variational principle it cannot lie below the lowest level of $H$.

Now take a chain of four sites with site energies $0,0,4,4$ eV and a coupling of $-1$ eV between neighbours. These are round model parameters. Sites 1 and 2 form A, sites 3 and 4 form B. In the following formulas energies are numbers in eV, and $x=E-4$. The blocks needed are

$$
H_{AB}=\begin{pmatrix}0&0\\-1&0\end{pmatrix},\qquad
E-H_{BB}=\begin{pmatrix}x&1\\1&x\end{pmatrix},\qquad
R=\frac{1}{x^2-1}\begin{pmatrix}x&-1\\-1&x\end{pmatrix}.
$$

The sign of the coupling changes in the middle matrix because $H_{BB}$ is subtracted. Only site 2 touches B, through site 3, so the self-energy has one element, $(-1)^2R_{33}$:

$$
H_{\rm eff}(E)=\begin{pmatrix}0&-1\\-1&s\end{pmatrix},\qquad
s=\frac{x}{x^2-1},\qquad s'=-\frac{x^2+1}{(x^2-1)^2}.
$$

The poles are at $x=\mp1$, or $E=3$ and $5$ eV. The two curves are $\lambda_\mp=s/2\mp\sqrt{s^2/4+1}$. Below 3 eV both cross the line. From 3 to 5 eV the upper curve falls from $+\infty$ to 0 and crosses once, while the lower one stays negative. Above 5 eV the upper curve falls from $+\infty$ towards 1 and crosses once, and the lower one is again negative. That makes four crossings, the full number of levels.

They can be found in closed form. The determinant condition $E(E-s)=1$ becomes $(E^2-1)(x^2-1)=Ex$ after multiplication by $x^2-1$. With $y=E-2$ one has $Ex=y^2-4$ and $E^2+x^2=2y^2+8$, so that

$$
(y^2-4)^2-(2y^2+8)+1-(y^2-4)=y^4-11y^2+13=0,
\qquad y^2=\frac{11\pm\sqrt{69}}{2}.
$$

The levels $E=2+y$, with the slopes and weights at the crossings, are:

| $E$ (eV) | slope $\lambda'$ | weight $Z$ in A |
|---:|---:|---:|
| $-1.1070$ | $-0.0237$ | $0.9768$ |
| $0.8395$ | $-0.0562$ | $0.9468$ |
| $3.1605$ | $-17.78$ | $0.0532$ |
| $5.1070$ | $-42.19$ | $0.0232$ |

The weights add to 2, the number of sites in A. The levels come in pairs with sum 4 eV, and the weights in each pair add to one. The reason is a symmetry: reversing the order of the sites and changing the sign of every second amplitude turns $H$ into $4-H$. It sends a state at $E$ to one at $4-E$ and exchanges its weights in A and B.

For the ground state $x=-5.10698$, so $x^2-1=25.081$ and $s=-5.10698/25.081=-0.20362$. The lower eigenvalue is

$$
\lambda_-=-0.10181-\sqrt{0.01037+1}=-1.10698 ,
$$

which returns the energy put in. The first row of the eigenvalue equation, $-u_2=Eu_1$, gives $u_2/u_1=1.10698$, and hence $u=(0.6703,\,0.7421)$. The derivative is $s'=-27.081/(25.081)^2=-0.04305$, and it acts on site 2 alone:

$$
\lambda'=s'u_2^2=-0.04305\times0.5506=-0.02370,\qquad
Z=\frac{1}{1.02370}=0.9768 .
$$

Multiplying $u$ by $\sqrt Z=0.98835$ gives $c_A=(0.6625,\,0.7334)$. For the B part, $H_{BA}c_A=(-0.7334,\,0)$, and applying $R$ gives

$$
c_3=-0.7334\,s=0.1493,\qquad c_4=\frac{0.7334}{25.081}=0.0292 .
$$

With the amplitudes carried to more digits, the weight in B is $0.149335^2+0.029241^2=0.0232$, which together with $0.9768$ gives one. Had $u$ been used without $\sqrt Z$, the rebuilt vector would have had squared norm $1-\lambda'=1.024$, an excess of 2.4%. For the highest level the same omission gives 43.2 instead of 1.

It is tempting to fix the energy inside $H_{\rm eff}$ once and for all. At $E=0$ one has $x=-4$ and $s=-4/15$, and the eigenvalues are $-1.1422$ and $0.8755$ eV. Relative to the two lowest levels of the full chain, their errors are $-0.035$ and $+0.036$ eV. Deleting B altogether gives $-1$ and $1$ eV, with errors of $+0.107$ and $+0.160$ eV, so the frozen matrix is better here. The signs of its errors follow from the falling curves: the lower level lies below the chosen energy 0, where its curve is higher than at 0, and the upper level lies above it, where its curve is lower. A frozen matrix has two eigenvalues and cannot give all four levels. Its energy derivative is zero, so the information about the weight in B is lost as well.

Repeating the diagonalisation removes the error. Starting from $E=0$, the two procedures give for the ground state:

| step | $E\to\lambda(E)$ (eV) | Newton (eV) |
|---:|---:|---:|
| 1 | $-1.142183$ | $-1.095335$ |
| 2 | $-1.106150$ | $-1.106977$ |
| 3 | $-1.106998$ | $-1.106978$ |
| 4 | $-1.106977$ | $-1.106978$ |

The first Newton value follows from (16). At $E=0$, $s'=-17/225=-0.07556$ and $u_2^2=\lambda^2/(1+\lambda^2)=0.5661$, so $\lambda'=-0.04277$ and the step leads to $-1.14218/1.04277=-1.0953$ eV. The simple procedure jumps from one side of the solution to the other, as a negative slope requires. Its error in step 3 is $-0.0237$ times that in step 2, in agreement with the slope in the first table. Newton's values approach from above; their error is $1.2\times10^{-2}$ eV after one step and $7\times10^{-7}$ eV after two. In step 4 the computed value lies below the reference by about $2\times10^{-16}$ eV, which is the rounding of the arithmetic and no violation of the variational bound.

For the upper two levels the slopes are far larger than one in magnitude, and the simple procedure moves away from them. They can be found by enclosing each crossing in an interval free of poles, from 3 to 5 eV for the third level and from 5 eV up to a bound on the spectrum for the fourth; in such an interval the falling curve guarantees that there is at most one crossing for each branch. The numerical check finds the levels in this way and compares them with a full diagonalisation, for this chain and for a complex Hermitian matrix of size seven, on which it also tests the norm (9), the orthogonality (13) and the Green's function (14).

## Computed values

```
Chain site energies (eV): [0. 0. 4. 4.]  coupling (eV): -1.0
Poles, eigenvalues of H_BB (eV): [3. 5.]
Eigenvalues of H_AA alone (eV): [-1.  1.]
Levels from crossings: E (eV), branch, slope, weight in A
   -1.106978  1    -0.023705   0.976844
    0.839531  2    -0.056229   0.946765
    3.160469  2   -17.784543   0.053235
    5.106978  2   -42.185125   0.023156
Sum of weights in A: 2.000000
Ground state energy (eV): -1.10697794
H_eff at ground energy, rows (eV): [ 0. -1.] [-1.       -0.203618]
Derivative of its 2,2 element: -0.043050
Unit eigenvector u of H_eff: [0.670341 0.742053]
Slope: -0.023705  Z: 0.976844  sqrt(Z): 0.988354
c_A: [0.662535 0.733411]  c_B: [0.149335 0.029241]
Norm squared in A: 0.976844  in B: 0.023156
Eigenvalues of H_eff frozen at E = 0 (eV): [-1.142183  0.875516]
Their errors against the two lowest levels (eV): [-0.035205  0.035985]
Iterations from E = 0: step, plain (eV), Newton (eV), Newton error (eV)
  1  -1.14218306  -1.09533490  1.2e-02
  2  -1.10615006  -1.10697722  7.2e-07
  3  -1.10699757  -1.10697794  2.7e-15
  4  -1.10697748  -1.10697794  -2.2e-16
Plain iteration, error ratio of steps 3 and 2: -0.02371
Three-site model, all levels (eV): [-0.732051  2.        2.732051]
Levels found from H_eff (eV): [-0.732051  2.732051]
Missed level (eV): 2.000000  weight in A: 0.000000
```
